Why atomic layer deposition can have a finite temperature window

**1. Two clocks**

Take a surface on which every site holds one intact precursor molecule when the precursor supply is shut off. The chamber is purged for a time t_u, during which a molecule can desorb at rate k_d. A coreactant is then admitted for a time t_c. It exchanges the molecule's ligands at rate k_r, which turns the molecule into film. For the moment, let desorption act during the purge alone.

A molecule survives the purge with probability exp(−k_d t_u). A survivor is converted with probability 1 − exp(−k_r t_c). The growth per cycle, divided by the value for one deposited unit per site, is the product

G₀ = exp(−k_d t_u) [1 − exp(−k_r t_c)].

Both rates are activated:

k_r = ν_r exp(−βE_r),  k_d = ν_d exp(−βE_d),  β = 1/(k_B T),

with E_r and E_d positive. Heating speeds up both processes, but one helps growth and the other harms it. Exchange must finish within t_c, so k_r t_c must be large. Desorption must hardly begin within t_u, so k_d t_u must be small. A window is a range of temperature in which both hold. Nothing in the product guarantees that such a range exists.

Let ε be the allowed fractional loss of growth. The window is the set of temperatures with G ≥ 1 − ε. The example uses ε = 0.05 and round parameters that belong to no particular material:

E_r = 0.80 eV, ν_r = 10¹⁰ s⁻¹, t_c = 1 s,
E_d = 1.60 eV, ν_d = 10¹³ s⁻¹, t_u = 5 s.

The coreactant is taken to be already adsorbed beside the molecule, at a fixed coverage that is absorbed into ν_r, so k_r is a rate per adsorbed precursor molecule. This matters for the size of ν_r. If exchange happened directly on impact from the gas, the prefactor could not exceed the collision rate per site, roughly 4×10⁴ to 8×10⁵ s⁻¹ for water at 0.1 to 1 torr and 450 K, depending on the site density. With the same barrier, exchange would then be far too slow for the example to have a window: even at ν_r = 10⁶ s⁻¹ the best growth is 0.055. A fixed coverage is itself a restriction, because it holds only if the coreactant layer is nearly saturated across the window. For Langmuir adsorption of water at 0.5 torr, with 5×10¹⁸ sites per m² and a desorption prefactor of 10¹³ s⁻¹, this takes a binding energy of about 0.9 eV or more. At 0.5 eV the coverage falls from 0.035 at 423 K to 0.002 at 538 K; the apparent barrier is then lowered by about the binding energy, and the apparent prefactor falls by many orders of magnitude.

**2. The cold contribution: unfinished exchange**

Set k_d = 0. Then G₀ = 1 − exp(−k_r t_c), and the condition G₀ = 1 − ε gives

exp(−k_r t_c) = ε,  so  k_r t_c = ln(1/ε).

Insert the activated rate and take the logarithm:

ν_r t_c exp[−E_r/(k_B T)] = ln(1/ε),

T_lo = E_r / {k_B ln[ν_r t_c / ln(1/ε)]}.

For the example ln(1/ε) = ln 20 = 2.996. The outer logarithm is ln(10¹⁰/2.996) = 21.93, and

T_lo = 0.80 / (8.617×10⁻⁵ × 21.93) ≈ 423 K.

Far below this edge k_r t_c is small, and expanding the exponential gives G ≈ k_r t_c. Growth then follows the Arrhenius law of the exchange step. At 300 K it is only 3.6×10⁻⁴.

The cold deficit is a delay, not a loss of material. An unconverted molecule stays on its site, where it blocks the next precursor pulse but can still react in the next coreactant pulse. Each cycle therefore starts with full sites and converts the same fraction of them.

A longer coreactant pulse helps. Write Λ for the logarithm in T_lo, so that T_lo = E_r/(k_B Λ) and dΛ/d ln t_c = 1. Then

dT_lo/d ln t_c = −E_r/(k_B Λ²) = −k_B T_lo²/E_r.

This is −19.3 K per unit of ln t_c at the example's edge. A tenfold longer pulse, with all else fixed, moves the edge from 423 K to 383 K. The shift of 40 K is smaller than 19.3 × ln 10 ≈ 44 K because the slope shrinks as T_lo² on the way down.

**3. The hot contribution: desorption during the purge**

Now let exchange be complete, so that G₀ = exp(−k_d t_u). The condition G₀ = 1 − ε becomes

k_d t_u = −ln(1 − ε),

and the same algebra gives

T_hi = E_d / {k_B ln[ν_d t_u / (−ln(1 − ε))]}.

Here −ln 0.95 = 0.0513 and ln(5×10¹³/0.0513) = 34.51, so

T_hi = 1.60 / (8.617×10⁻⁵ × 34.51) ≈ 538 K.

Beyond this edge the fall is not of Arrhenius form. The rate k_d is itself exponential in −1/T and stands in the exponent of G₀, so growth collapses. In the full model below, G is 0.94 at 540 K, 0.53 at 580 K and 0.007 at 620 K.

Unlike the cold deficit, this one is a real loss: the molecule has left with the purge gas. A longer coreactant pulse cannot convert what is no longer there.

**4. The smaller contributions**

Desorption does not wait for the purge. It also acts during the precursor pulse, where it competes with adsorption, and during the coreactant pulse, where it competes with exchange. Let n be the fraction of sites holding an intact molecule. The sites are taken to be equivalent and independent, and multilayer condensation and decomposition are left out.

During the precursor pulse, of duration t_p, empty sites fill at a rate k_a, taken as independent of temperature:

dn/dt = k_a(1 − n) − k_d n = k_a − (k_a + k_d)n.

The stationary value is θ = k_a/(k_a + k_d). Subtracting it gives d(n − θ)/dt = −(k_a + k_d)(n − θ), hence

n(t_p) = θ + [n(0) − θ] exp[−(k_a + k_d)t_p].

The pulse is saturating when (k_a + k_d)t_p ≫ 1. The memory of n(0), and with it of all earlier cycles, then disappears. With k_a = 20 s⁻¹ and t_p = 1 s the remaining memory is at most e⁻²⁰ ≈ 2×10⁻⁹.

During the purge dn/dt = −k_d n, which multiplies n by D = exp(−k_d t_u).

During the coreactant pulse dn/dt = −(k_r + k_d)n, while film forms at the rate k_r n. The converted fraction of the molecules present at the start is

R = ∫₀^t_c k_r exp[−(k_r + k_d)t] dt
 = [k_r/(k_r + k_d)] {1 − exp[−(k_r + k_d)t_c]}.

The first factor is the chance that exchange wins over desorption. The second is the chance that one of the two has happened by t_c. Each conversion frees a site for the next cycle. A second purge follows the coreactant, but it can alter only the starting coverage n(0), which the saturating pulse erases. Thus

G = θ D R.

Direct integration of the rate equations over three cycles, with second purges of 5 s, agrees with this product to within 3×10⁻⁹ at seven temperatures from 380 K to 620 K.

**5. Weighing the losses**

For numbers a and b between 0 and 1,

1 − ab = (1 − a) + a(1 − b) ≤ (1 − a) + (1 − b).

Applying this twice to G = θDR gives 1 − G ≤ (1 − θ) + (1 − D) + (1 − R). The three terms obey

1 − θ = k_d/(k_a + k_d) ≤ k_d/k_a,

1 − D = 1 − exp(−k_d t_u) ≤ k_d t_u,

1 − R = k_d/(k_r + k_d) + [k_r/(k_r + k_d)] exp[−(k_r + k_d)t_c]
 ≤ k_d/k_r + exp(−k_r t_c).

Adding them,

1 − G ≤ exp(−k_r t_c) + k_d (t_u + 1/k_r + 1/k_a).

The first term is unfinished exchange. The bracket is a total waiting time: the purge, the mean time to exchange, and the mean time to refill an empty site.

On the hot side, where exchange finishes and k_d is much smaller than k_a and k_r, the bracket also gives −ln G to leading order, and −ln G is close to the loss 1 − G as long as that loss is small. There −ln θ = ln(1 + k_d/k_a) ≈ k_d/k_a and −ln R ≈ ln(1 + k_d/k_r) ≈ k_d/k_r, so

−ln G ≈ k_d (t_u + 1/k_r + 1/k_a).

At the upper edge of the example k_r = 319 s⁻¹. The waiting times are 5 s for the purge, 0.050 s for refilling and 0.003 s for exchange, 5.053 s in all. The purge causes 99% of the loss, refilling about 1%, and competition during exchange less than 0.1%. As a check, k_d = 0.01015 s⁻¹ times 5.053 s is 0.0513, which is −ln 0.95.

The small terms hardly move the edges. The full model has its window from 423.4 K to 537.8 K, or about 150 °C to 265 °C, a width of 114 K. The separate estimates were 423.4 K and 538.0 K. They are also strict outer limits, because θ ≤ 1 and R ≤ 1 give G ≤ D, while

R ≤ ∫₀^t_c k_r exp(−k_r t) dt = 1 − exp(−k_r t_c)

gives G ≤ 1 − exp(−k_r t_c).

The hot edge responds to purge time through the same waiting time. Hold k_d(t_u + τ) fixed, where τ is the sum of the two short times, and neglect the change of τ with temperature:

d ln k_d = −[t_u/(t_u + τ)] d ln t_u,  d ln k_d = [E_d/(k_B T²)] dT.

Equating the two gives

dT_hi/d ln t_u ≈ −(k_B T_hi²/E_d) t_u/(t_u + τ).

The first factor is −15.6 K, and the last is 0.99, so the slope is −15.4 K per unit of ln t_u, as found numerically. A purge of 50 s instead of 5 s, with all else fixed, lowers the upper edge from 538 K to 504 K.

**6. Why there is only one window**

Two opposing trends do not by themselves exclude several separate windows. Concavity does. If ln G is strictly concave in β, it has at most one maximum, and the set where it exceeds a given value is one interval in β. Since T falls steadily as β rises, that set is one interval in T too. Primes below denote derivatives with respect to β.

For the supply factor put z = k_d/k_a, so z′ = −E_d z. Then

(ln θ)′ = −z′/(1 + z) = E_d z/(1 + z),

(ln θ)″ = E_d z′/(1 + z)² = −E_d² z/(1 + z)² < 0.

For the purge factor, ln D = −k_d t_u and (ln D)″ = −E_d² k_d t_u < 0.

For the exchange factor let u = (k_r + k_d)t_c and y = ln u. Then

ln R = ln(k_r t_c) + φ(y),  φ = ln[(1 − e⁻ᵘ)/u].

The first term is linear in β. Because d/dy = u d/du,

dφ/dy = u/(eᵘ − 1) − 1 < 0,

since eᵘ − 1 > u. A second derivative gives

d²φ/dy² = u (eᵘ − 1 − u eᵘ)/(eᵘ − 1)² < 0,

since the bracket in the numerator vanishes at u = 0 and has derivative −u eᵘ.

It remains to find y″. Let w = k_d/(k_r + k_d). Then

y′ = −[(1 − w)E_r + wE_d],  w′ = −(E_d − E_r)w(1 − w),

y″ = −(E_d − E_r)w′ = (E_d − E_r)² w(1 − w) ≥ 0.

The chain rule now gives

(ln R)″ = (d²φ/dy²)(y′)² + (dφ/dy)y″ < 0.

The first term is negative and the second is not positive. All three parts of ln G are strictly concave, so their sum is too.

The interval is also finite. As T → 0, G ≤ k_r t_c → 0. As T → ∞ in the model, G ≤ exp(−ν_d t_u), which lies below 1 − ε if ν_d t_u > −ln(1 − ε). The example has ν_d t_u = 5×10¹³ against 0.0513.

**7. When the window closes**

Because the window lies between T_lo and T_hi, it requires T_lo < T_hi, or

E_d/E_r > ln[ν_d t_u/(−ln(1 − ε))] / ln[ν_r t_c/ln(1/ε)].

In the example the right side is 34.51/21.93 = 1.574, so E_d must exceed 1.574 × 0.80 ≈ 1.259 eV. This is necessary but not sufficient. If T_lo and T_hi coincide, exchange and purge each cost 5% at that temperature, and their product is at most 0.95² ≈ 0.90.

The loss bound of section 5 supplies a sufficient condition: its right side must be no larger than ε at some temperature. With the other parameters fixed, this holds at E_d = 1.295 eV. The actual threshold is 1.294 eV. At E_d = 1.20 eV there is no window for ε = 0.05: the best growth is 0.75, at 418 K. The curve still has a peak, but a peak is not a window.

**8. The best temperature**

When the purge dominates the waiting time, G₀ is enough to locate the maximum. Put a = k_r t_c, so da/dβ = −E_r a. Then

d ln(1 − e⁻ᵃ)/dβ = [e⁻ᵃ/(1 − e⁻ᵃ)](−E_r a) = −E_r a/(eᵃ − 1),

d(−k_d t_u)/dβ = +E_d k_d t_u.

Their sum vanishes at

E_r a/(eᵃ − 1) = E_d k_d t_u.

The two losses need not be equal at the optimum, and in the example they are not. For large a the cold loss is e⁻ᵃ, and its ratio to the hot loss is E_d/(E_r a). The condition gives 450.8 K, the same as direct maximization of the full G to within 0.1 K. There a = 11.38, so the cold loss is 1.14×10⁻⁵ and the predicted ratio is 1.60/(0.80 × 11.38) ≈ 0.176. The purge loss k_d t_u is 6.5×10⁻⁵, in agreement with that ratio. The total loss is 7.8×10⁻⁵; the remaining 0.2×10⁻⁵ is desorption during the two pulses.

The optimum lies 27 K above the cold edge but 87 K below the hot edge. The cold loss e⁻ᵃ has an activated rate in its exponent and vanishes quickly on heating. Within the window the hot loss k_d t_u grows only as an ordinary activated rate. How lopsided the window is depends on the parameters: if exchange is only weakly activated, the optimum can lie near the middle. With E_r = 0.30 eV and ν_r adjusted to keep the cold edge at 423 K, it lies at 478 K, 48% of the way across, and near E_r = 0.24 eV the two losses at the optimum are equal.

**9. Removing one cause at a time**

Remove the exchange barrier by holding k_r at its optimum value, 11.4 s⁻¹, at all temperatures. Growth at 300 K rises from 3.6×10⁻⁴ to 0.99999. The cold failure therefore comes from the activation of exchange.

Remove desorption instead. Growth at 700 K rises from below 10⁻⁸ to 1.000. The hot failure therefore comes from desorption.

Remove only the first purge, leaving desorption active in the pulses. The upper edge moves from 538 K to 621 K but does not vanish, because k_d(1/k_a + 1/k_r) eventually becomes appreciable. The purge sets the position of the edge in this example; it is not the sole possible origin of one.

Lengthen the precursor pulse from 1 s to 10 s at 580 K. Growth stays at 0.532. The pulse was already saturated, with 99.4% of the sites filled, and nearly all of the loss comes after it. A saturation test that varies the precursor dose alone would show a plateau here, although nearly half the possible growth is missing.

The order of events matters as well. Suppose that exchange with surface groups occurs during the precursor pulse and anchors the molecule irreversibly. Keep the same rates and let exchange continue during the purge. Starting from a fresh surface, the anchored fraction after pulse and purge is 0.16 at 350 K but 1.000 at 700 K. The cold failure remains, while the purge no longer causes a hot failure at 700 K. At 700 K exchange outruns desorption, k_r/(k_r + k_d) = 0.998, so nearly every molecule is anchored on its first adsorption. The few that desorb during the pulse are replaced, and one that has been anchored cannot leave. In this model, once anchoring is complete, the purge can cause a loss only if the anchored fragment can itself desorb. If it does so at rate k_f, the factor exp(−k_f t_u) returns, with the fragment's own barrier.

**10. Reading the model beside a real process**

Temperatures of roughly 100 to 350 °C and steps of a fraction of a second to several seconds are common in atomic layer deposition, so the example's window and times are of ordinary size. Its E_d of 1.60 eV is high for a molecule adsorbed intact; many such molecules are bound more weakly, and at 1.20 eV this example has no window. In many oxide processes the precursor already exchanges ligands with surface hydroxyl groups during its own pulse, which is closer to the anchored case. There, growth per cycle can also fall on heating because the surface loses hydroxyl groups, and with them places to anchor; the model leaves this out. Real surfaces also break the assumption of a single energy per step. Since each edge estimate is proportional to its energy at fixed prefactor and time, a change of 0.1 eV in E_r moves T_lo by 423/8 ≈ 53 K, and the same change in E_d moves T_hi by 538/16 ≈ 34 K. Such a spread is comparable with a good part of the window's width.

Other processes can hide the edges. Condensation can add growth on the cold side, and precursor decomposition can add it on the hot side; a measured rate may then rise where this model falls. Nor does the model justify dropping the purge to widen the window. It contains no leftover precursor gas and no weakly adsorbed excess precursor, whose removal is the purpose of the purge. Within these limits, the useful purge is the shortest one that clears this excess, and the useful coreactant pulse is long enough to make k_r t_c exceed ln(1/ε) with some margin. The margin in k_r t_c must grow toward the hot edge, where desorption has already used up most of the allowed loss: the smallest sufficient k_r t_c is 3.0 at 450 K and about 6 at 537 K. The pulse itself need not be longer there, because k_r has risen far more; the shortest sufficient t_c is 0.27 s at 450 K and 0.02 s at 537 K. The numerical output below gives the main values used here.

Computed results

```
Exchange barrier Er: 0.80 eV
Desorption energy Ed: 1.60 eV
Prefactors nur, nud: 1.0e+10, 1.0e+13 s^-1
Adsorption rate ka: 20.0 s^-1
Times tp, tu, tc, tv: 1.0, 5.0, 1.0, 5.0 s
Allowed growth loss eps: 0.050 (dimensionless)
Boltzmann constant: 8.617333e-05 eV/K
Integrated growth G at 380 K: 0.21764 (dimensionless)
Integrated growth G at 420 K: 0.91908 (dimensionless)
Integrated growth G at 450 K: 0.99992 (dimensionless)
Integrated growth G at 500 K: 0.99623 (dimensionless)
Integrated growth G at 540 K: 0.94271 (dimensionless)
Integrated growth G at 580 K: 0.53168 (dimensionless)
Integrated growth G at 620 K: 0.00687 (dimensionless)
Largest formula-integration difference: 2.8e-09 (dimensionless)
Closed outer bounds T_lo, T_hi: 423.36, 537.97 K
Actual window edges: 423.36, 537.81 K
Actual window width: 114.45 K
Actual window edges: 150.2, 264.7 deg C
At lower edge kr, kd: 2.9958, 8.975e-07 s^-1
At upper edge kr, kd: 318.60, 0.01015 s^-1
Upper-edge waiting times 1/kr, 1/ka: 0.00314, 0.05000 s
Upper-edge total waiting time: 5.05314 s
Optimum, direct and balance: 450.77, 450.80 K
Growth loss at optimum: 7.796e-05 (dimensionless)
Upper edge with 50 s purge: 504.31 K
Lower edge with 10 s coreactant pulse: 383.13 K
Upper-edge slope, numerical and law: -15.419, -15.578 K per unit ln(tu)
Lower-edge slope, numerical and law: -19.307, -19.306 K per unit ln(tc)
Necessary lower bound on Ed: 1.2591 eV
Actual critical Ed: 1.2936 eV
Sufficient Ed from loss bound: 1.2949 eV
For Ed = 1.20 eV, optimum: 417.85 K
For Ed = 1.20 eV, maximum G: 0.7462 (dimensionless)
G at 300 K, normal: 3.635e-04 (dimensionless)
Constant kr in barrier-free test: 11.366 s^-1
G at 300 K, no barrier: 0.999988 (dimensionless)
G at 700 K, normal: below 1e-08 (dimensionless)
G at 700 K, no desorption: 1.000000 (dimensionless)
Upper edge with no purge: 621.21 K
G at 580 K, tp = 1 and 10 s: 0.53168, 0.53168 (dimensionless)
Anchored fraction at 350 K: 0.1646 (dimensionless)
Anchored fraction at 700 K: 1.000000 (dimensionless)
```
